# The Davydov distribution of hot carriers and its Druyvesteyn limit

Carriers in a parabolic band, driven by a constant force \(F\) and scattered quasi-elastically by acoustic phonons with an energy-independent mean free path \(l\), have the steady energy distribution

\[
f_0(E)=C\,e^{-E/T}\left(1+\frac{E}{\varepsilon_0}\right)^{\varepsilon_0/T},\qquad \varepsilon_0=\frac{F^2l^2}{6mu^2}.
\]

This is the Davydov distribution. When \(\varepsilon_0\gg T\), it tends at fixed \(E/s\) to the Druyvesteyn form

\[
f_0(E)\to C\,e^{-E^2/s^2},\qquad s^2=2T\varepsilon_0=\frac{F^2l^2T}{3mu^2}.
\]

Here \(m\) is the band mass, \(u\) the speed of sound and \(T\) the lattice temperature expressed as an energy. The algebra uses atomic units, \(\hbar=e=m_e=1\), so that momentum and wave vector coincide. The function \(f_0\) is the occupation of a state, not the number of carriers per unit energy; the latter is \(g f_0\), with density of states \(g=mp/(2\pi^2)\propto E^{1/2}\) per spin. The carriers are non-degenerate, the system is uniform and steady, and the phonons remain in equilibrium at \(T\).

The first task is to see why \(l\) is constant. For deformation potential \(\Xi\), mass density \(\rho\) and crystal volume \(V\), the squared matrix element for a phonon of wave vector \(q\) is \(\Xi^2q/(2\rho uV)\), multiplied by the occupation \(N_q\) for absorption and by \(N_q+1\) for emission. If \(uq\ll T\), both factors are close to \(T/(uq)\). This is equipartition. The factor \(q\) then cancels, and the two processes together contribute \(\Xi^2T/(\rho u^2V)\), whatever the scattering angle. If the phonon energy is also small against \(E\), the final states lie on nearly the same energy surface, and the golden rule gives the rate

\[
2\pi\,\frac{\Xi^2T}{\rho u^2}\,\frac{mp}{2\pi^2}=\frac{m^2\Xi^2T}{\pi\rho u^2}\,v=\frac{v}{l},\qquad l=\frac{\pi\rho u^2}{m^2\Xi^2T},
\]

where \(p=mv\). The rate is proportional to speed, so \(l\) is independent of energy, and the scattering is isotropic.

Let the force point along \(z\), and let \(\theta\) be the angle between \(\mathbf p\) and \(z\). For weak anisotropy, write \(f=f_0(E)+f_1(E)\cos\theta\). Since

\[
\frac{\partial}{\partial p_z}=\cos\theta\,\frac{\partial}{\partial p}+\frac{\sin^2\theta}{p}\,\frac{\partial}{\partial\cos\theta},
\]

the field term of the Boltzmann equation is

\[
F\frac{\partial f}{\partial p_z}=F\left[\cos\theta\,\frac{df_0}{dp}+\cos^2\theta\,\frac{df_1}{dp}+\sin^2\theta\,\frac{f_1}{p}\right].
\]

Isotropic scattering returns no part proportional to \(\cos\theta\), so collisions simply remove \(f_1\) at the rate \(v/l\). Equating the \(\cos\theta\) terms and using \(df_0/dp=v f_0'\), where a prime means \(d/dE\), gives

\[
Fv f_0'=-\frac{v}{l}f_1,\qquad f_1=-Fl\,f_0'.
\]

For the isotropic part, average over angles with \(\langle\cos^2\theta\rangle=1/3\) and \(\langle\sin^2\theta\rangle=2/3\):

\[
\frac F3\left(\frac{df_1}{dp}+\frac{2f_1}{p}\right)=\frac{F}{3p^2}\frac{d(p^2f_1)}{dp}=C_0,
\]

where \(C_0\) is the angular average of the collision term. Multiply by \(g\) and replace \(d/dp\) by \(v\,d/dE\). Because \(gv/p^2=1/(2\pi^2)\) is constant, it can be moved inside the derivative, and the left side becomes \(dJ_F/dE\) with

\[
J_F=\frac{gvF f_1}{3}=-gD_F f_0',\qquad D_F=\frac{F^2lv}{3}.
\]

Thus \(J_F\) is a flux of carriers upward in energy, and the field acts as diffusion along the energy axis. A carrier gains energy on some free flights and loses it on others, but the spread carries the population upward.

Collisions also move carriers in small energy steps \(\pm uq\). For scattering through an angle \(\chi\) at nearly constant energy, \(q^2=2p^2(1-\cos\chi)\), whose average over isotropic directions is \(2p^2\). Half the mean squared energy change per unit time is therefore

\[
D_E=\frac12\,\frac vl\,u^2(2p^2)=2mu^2E\,\frac vl .
\]

The collision flux contains this diffusion and a drift proportional to \(f_0\). With equilibrium phonons it must vanish for \(f_0\propto e^{-E/T}\), which fixes the drift:

\[
J_c=-gD_E\left(f_0'+\frac{f_0}{T}\right).
\]

The drift term can be obtained separately. Emission exceeds absorption by the spontaneous part, the "1" in \(N_q+1\). The energy lost to it per unit time is

\[
2\pi\,\frac{mp}{2\pi^2}\left\langle\frac{\Xi^2q}{2\rho u}\,uq\right\rangle=\frac{mp}{\pi}\,\frac{\Xi^2\,2p^2}{2\rho}=\frac{m\Xi^2p^3}{\pi\rho}.
\]

Inserting \(l\) into \(D_E/T=vu^2p^2/(lT)\) gives the same expression. The downward drift is thus spontaneous phonon emission, while the diffusion comes from all absorption and emission events together, with weight \(2N_q+1\).

In the steady state \(J_F+J_c\) is independent of energy. No carriers enter or leave at \(E=0\) or at infinite energy, so the constant is zero:

\[
(D_F+D_E)f_0'+D_E\frac{f_0}{T}=0.
\]

The ratio of the two diffusion coefficients is

\[
\frac{D_F}{D_E}=\frac{F^2lv}{3}\,\frac{l}{2mu^2Ev}=\frac{F^2l^2}{6mu^2E}=\frac{\varepsilon_0}{E},
\]

and hence

\[
\frac{f_0'}{f_0}=-\frac1T\,\frac{E}{E+\varepsilon_0}=-\frac1T\left(1-\frac{\varepsilon_0}{E+\varepsilon_0}\right).
\]

Integration from zero gives \(\ln(f_0/C)=-E/T+(\varepsilon_0/T)\ln(1+E/\varepsilon_0)\), the Davydov distribution. The energy \(\varepsilon_0\) marks where diffusion by the field equals diffusion by phonons. The local slope corresponds to an effective temperature \(T(1+\varepsilon_0/E)\), which falls as the energy rises, because fast carriers lose energy to phonons more effectively. For \(F\to0\) the Maxwell–Boltzmann factor \(e^{-E/T}\) returns.

For the high-field limit, set \(x=E/s\) and \(a=\varepsilon_0/T\). Then \(E/T=x\sqrt{2a}\), and \(y=E/\varepsilon_0=x\sqrt{2/a}\). Expanding the logarithm for small \(y\),

\[
\ln\frac{f_0}{C}=-x\sqrt{2a}+a\left(y-\frac{y^2}{2}+\frac{y^3}{3}-\cdots\right)=-x^2+\frac{2\sqrt2}{3}\frac{x^3}{\sqrt a}+\cdots .
\]

The linear terms cancel, and the quadratic term is the Druyvesteyn exponent. The averages converge as well. The identity \(y-\ln(1+y)=y^2\int_0^1t\,dt/(1+ty)\) gives

\[
\ln\frac{f_0}{C}=-2x^2\int_0^1\frac{t\,dt}{1+tx\sqrt{2/a}},
\]

which decreases steadily towards \(-x^2\) as \(a\) grows. The distribution at any smaller \(a\) is therefore an integrable upper bound. It also follows that \(f_0/C\) lies above its limiting form at every \(E>0\).

The limit is not uniform in energy. For \(E\gg\varepsilon_0\) the logarithmic slope returns to \(-1/T\), so the Druyvesteyn form describes the bulk of the carriers and not the far tail. The approach is also slow, with a leading error of order \(a^{-1/2}\). The Davydov mean energy exceeds its limiting value by a fraction 0.00804 at \(a=10^4\) and 0.00401 at \(a=4\times10^4\), which corresponds to about \(0.80/\sqrt a\).

The Druyvesteyn averages follow from

\[
\int_0^\infty E^n e^{-E^2/s^2}\,dE=\frac{s^{n+1}}2\,\Gamma\!\left(\frac{n+1}{2}\right).
\]

The mean energy is the ratio of the integrals with \(n=3/2\) and \(n=1/2\):

\[
\langle E\rangle\to s\,\frac{\Gamma(5/4)}{\Gamma(3/4)} .
\]

It is proportional to \(F\). The drift velocity is the average of \(v\cos\theta\), to which \(f_1\) alone contributes. Since \(gv\propto\sqrt{2/m}\,E\), integration by parts gives

\[
v_d=\frac{\int gvf_1\,dE}{3\int gf_0\,dE}
=-\frac{Fl}{3}\sqrt{\frac2m}\,\frac{\int E f_0'\,dE}{\int E^{1/2}f_0\,dE}
=\frac{Fl}{3}\sqrt{\frac2m}\,\frac{\int f_0\,dE}{\int E^{1/2}f_0\,dE}.
\]

At low field the integrals are \(T\) and \(\tfrac12\sqrt\pi\,T^{3/2}\), so \(v_d=4Fl/(3\sqrt{2\pi mT})\), which is Ohm's law. At high field,

\[
v_d\to\frac{Fl}{3}\sqrt{\frac2m}\,\frac{\sqrt\pi}{\Gamma(3/4)\sqrt s}\propto F^{1/2}.
\]

Heating raises the collision rate and lowers the mobility as \(s^{-1/2}\), but this does not make the velocity saturate. Within this model, acoustic scattering alone gives sublinear growth.

Three conditions limit the result. First, the anisotropy must be small:

\[
\frac{f_1}{f_0}=\frac{Fl}{T}\,\frac{E}{E+\varepsilon_0}.
\]

At \(E=s\ll\varepsilon_0\) this becomes \(2\sqrt{3mu^2/T}\), independent of field, so the anisotropy of the bulk is small if \(mu^2\ll T\), but only as the square root of that ratio: for the worked case below, where \(mu^2/T\approx0.0054\), this limiting value is 0.26, and the ratio at \(E=s\) is 0.15 at 50 V/cm and 0.22 at 200 V/cm. In the far tail the ratio approaches \(Fl/T\), which can exceed one; there the two-term expansion fails. Secondly, quasi-elasticity requires the phonon energy, at most about \(2up\), to be small against \(E\), that is \(E\gg8mu^2\). Thirdly, the largest phonon energy is about \(2up=\sqrt{8mu^2E}\), so equipartition requires \(E\ll T^2/(8mu^2)\). At this bound, with \(z=Fl/T\), the anisotropy is \(z/(1+4z^2/3)\le\sqrt3/4\approx0.43\), so the tail in which the two-term expansion fails lies beyond equipartition as well. The Druyvesteyn regime is therefore a window, with \(\varepsilon_0\gg T\) but \(s\ll T^2/(8mu^2)\), and not the limit of unbounded field at fixed temperature.

For a worked case, take rough typical values for electrons in pure germanium at 77 K, where \(T=0.00664\) eV. The longitudinal and transverse masses are 1.6 and 0.08 electron masses. Their geometric mean, with the transverse mass counted twice, is the density-of-states mass \(m=0.217\). With \(u=5.4\times10^5\) cm/s, density 5.3 g/cm³ and \(\Xi=11\) eV, the formula for \(l\) gives 4648 Å, or about 465 nm, and \(mu^2=3.60\times10^{-5}\) eV. For this isotropic mass the equipartition bound is 0.153 eV; along the long axis of a real valley the longitudinal mass lowers it to 0.021 eV. At 50 V/cm,

\[
Fl=50\times4.648\times10^{-5}\ \text{eV}=2.324\times10^{-3}\ \text{eV},
\]
\[
\varepsilon_0=\frac{(2.324\times10^{-3})^2}{6\times3.60\times10^{-5}}\ \text{eV}=0.0250\ \text{eV},\qquad
s=\sqrt{2\times0.00664\times0.0250}\ \text{eV}=0.0182\ \text{eV}.
\]

Thus \(\varepsilon_0/T=3.8\). The Davydov mean energy is 0.0199 eV, twice the equilibrium value \(3T/2\), and the drift velocity is \(8.96\times10^5\) cm/s. The Druyvesteyn formulas give 0.0135 eV and \(1.06\times10^6\) cm/s, which are 32% too low and 18% too high relative to the Davydov values. The carriers are hot, but the limiting form is not yet a good approximation.

At 200 V/cm, with all else fixed, \(\varepsilon_0=0.400\) eV, \(\varepsilon_0/T=60\) and \(s=0.0729\) eV. The Davydov mean energy is 0.0597 eV against the limiting 0.0539 eV, and the drift velocity is \(2.02\times10^6\) cm/s against \(2.11\times10^6\) cm/s. The errors of the limit have fallen to 10% and 4%. The window is narrow for these parameters: \(s\) reaches the equipartition bound near 420 V/cm, where \(\varepsilon_0/T\approx265\) and the limiting mean energy is still 5% below the Davydov value. Fourfold field has raised the drift velocity 2.26 times, between the ohmic factor 4 and the limiting factor 2.

These results were tested against a Monte Carlo solution of the Boltzmann equation for the same acoustic scattering, with inelastic collisions and Bose occupations but no expansion in angle and no diffusion approximation. It gives mean energies of 0.0200 and 0.0595 eV at the two fields, and drift velocities of \(8.95\times10^5\) and \(2.00\times10^6\) cm/s. The fraction of carriers above 0.03 eV at 50 V/cm is 0.204, against 0.200 from the Davydov form; above 0.08 eV at 200 V/cm it is 0.262 against 0.264. All these differences are about 2% or less, and the sampling error of the simulated drift velocities is itself of order 1%. The agreement at the higher field is notable because \(s\) is already about half the equipartition bound. The first correction to equipartition is, however, of second order: \(2N_q+1=\coth(uq/2T)\simeq(2T/uq)\,[1+(uq/T)^2/12]\). With \(\langle q^2\rangle=2p^2\), it raises the collision rate at \(E=s\) by a fraction \(mu^2s/(3T^2)\), about 2%. Recoil allows wave vectors up to \(2(p+mu)\) in absorption but only \(2(p-mu)\) in emission; together with the \(\mp\tfrac12\) terms in \(N_q\) and \(N_q+1\) this adds \(-2mu^2/T\), about \(-1\)%, so the net change is about 1%. The spontaneous loss \(D_E/T\) was derived above without equipartition.

For the energy distribution in real germanium, the most serious omission among those estimated here is that of high-energy phonons, optical and intervalley. The optical-phonon energy is about 0.037 eV, and at 50 V/cm the Davydov distribution puts 11% of the carriers above it. Adding optical emission to the simulation, with a rough path parameter of 7000 Å, lowers the mean energy from 0.0200 to 0.0138 eV and raises the drift velocity from \(8.95\times10^5\) to \(1.07\times10^6\) cm/s. This path corresponds to an optical deformation potential near \(5.5\times10^8\) eV/cm; halving or doubling it gives 0.0133 or 0.0144 eV. Optical absorption is left out of these values; even at 77 K it raises the mean energy by about 0.0004 eV and lowers the drift velocity by about 2%. Emission adds collisions but also keeps carriers slow, and slow carriers collide less often with acoustic phonons; in this case the net effect is a faster drift. The new values happen to lie near the Druyvesteyn ones, but this is no evidence for that limit, since the physics is different. Even \(s=0.037\) eV would correspond only to \(\varepsilon_0/T=s^2/(2T^2)\approx16\), where the limiting mean energy is still roughly 20% in error. Intervalley phonons of about 0.028 eV, which scatter into the three other valleys, act at least as strongly: for a coupling between \(1.6\times10^8\) and \(3\times10^8\) eV/cm, a rough range, they alone lower the mean energy at 50 V/cm to 0.0134–0.0123 eV, and together with optical phonons to 0.0129–0.0120 eV, with a drift velocity near \(1.1\times10^6\) cm/s. With these parameters, germanium at 77 K therefore offers no clean Druyvesteyn regime, and the 200 V/cm case illustrates the acoustic model rather than the material. At 300 K the optical-phonon occupation rises from 0.004 to 0.31, so absorption matters too and the acoustic-only premise is weaker still.

For the drift velocity, the anisotropic mass matters more. For a field along [100], which treats the four valleys alike, averaging over the ellipsoidal energy surface multiplies the field heating by 1.85 and the phonon loss by 2.70, with \(l\) and an isotropic deformation potential held fixed. Hence \(\varepsilon_0\) is multiplied by 0.69. The mean energy at 50 V/cm becomes 0.0177 eV, 11% lower, but the drift velocity nearly doubles, to \(1.77\times10^6\) cm/s, mainly because the mass that governs acceleration is smaller than \(m\). The isotropic model's ohmic mobility, \(2.7\times10^4\) cm²/Vs, has the right order for pure germanium at this temperature but should not be read more finely; the ellipsoid factor 1.85 alone raises it to \(5.1\times10^4\) cm²/Vs. At 50 V/cm, degeneracy is negligible at \(10^{14}\) cm⁻³, where the occupation at \(E=0\) is \(1.6\times10^{-5}\), and only about \(10^{-6}\) of the carriers lie above a higher valley at 0.14 eV; at 200 V/cm the acoustic model puts about 3% above it. All these values assume a parabolic band. A non-parabolicity \(p^2/2m=E(1+\alpha E)\) with \(\alpha\) between 0.3 and 0.65 eV⁻¹ lowers the mean energy by about 2–3% and the drift velocity by 3–6% at 50 V/cm, and by 8–14% and 7–13% at 200 V/cm, where the fraction above 0.14 eV falls to 1–2%. The model also leaves out impurity and carrier–carrier scattering, and \(10^{14}\) cm⁻³ is not dilute in this respect. A rough estimate makes the electron–electron energy exchange near the mean energy as large as the acoustic loss, which pushes the shape towards a Maxwellian. At 50 V/cm the mean energy changes by under 1% and the drift velocity by a few per cent, but the fraction above 0.07 eV rises by 35–50% and that above 0.14 eV roughly doubles. The same density of ionized donors lowers the ohmic mobility by about 10%. The Davydov shape itself calls for densities of about \(10^{13}\) cm⁻³ or less. The numerical output gives the remaining values.

## Computed values

```
Lattice temperature: 77 K = 0.00664 eV
Masses long, trans: 1.6, 0.08 m_e
Density-of-states mass m: 0.2172 m_e
Sound speed u: 5.40e+05 cm/s
Mass density: 5.30 g/cm3
Deformation potential: 11.0 eV
Mean free path l: 4648 angstrom
m u^2: 3.600e-05 eV
Equipartition bound T^2/(8 m u^2): 0.153 eV
Ohmic mobility: 27313 cm2/Vs
Field: 50 V/cm
  F l: 2.324e-03 eV
  eps0: 0.0250 eV; eps0/T: 3.77
  s: 0.0182 eV
  mean E Davydov: 0.0199 eV
  mean E Druyvesteyn: 0.0135 eV
  mean E Monte Carlo: 0.0200 eV
  drift Davydov: 8.960e+05 cm/s
  drift Druyvesteyn: 1.057e+06 cm/s
  drift Monte Carlo: 8.949e+05 cm/s
  part above 0.03 eV, Davydov: 0.2003
  part above 0.03 eV, Monte Carlo: 0.2044
Strong field: 200 V/cm
  F l: 9.295e-03 eV
  eps0: 0.4000 eV; eps0/T: 60.28
  s: 0.0729 eV
  mean E Davydov: 0.0597 eV
  mean E Druyvesteyn: 0.0539 eV
  mean E Monte Carlo: 0.0595 eV
  drift Davydov: 2.024e+06 cm/s
  drift Druyvesteyn: 2.113e+06 cm/s
  drift Monte Carlo: 2.002e+06 cm/s
  part above 0.08 eV, Davydov: 0.2635
  part above 0.08 eV, Monte Carlo: 0.2619
Mean-energy excess over limit, eps0/T=1e4: 0.00804
Same excess, eps0/T=4e4: 0.00401
Drift ratio for 4x field, eps0/T from 1e4: 2.0051
T * log slope at E = 100 eps0: -0.9901
Neglected effects at 50 V/cm:
  f1/f0 at mean energy: 0.155
  optical phonon: 0.037 eV, path 7000 angstrom
  part above optical energy: 0.1116
  mean E with optical emission: 0.0138 eV
  drift with optical emission: 1.072e+06 cm/s
  optical occupation at 77 K: 0.0038
  optical occupation at 300 K: 0.3141
  ellipsoid factors heat, loss: 1.855, 2.702
  ellipsoid mean E: 0.0177 eV
  ellipsoid drift: 1.770e+06 cm/s
  occupancy at E=0, n=1e+14 cm-3: 1.58e-05
  part above upper valley 0.14 eV: 1.09e-06
```
